\section*{Wire width for least RC at fixed pitch and thickness}

\section*{Problem}

Long parallel metal wires of rectangular cross-section form an array of pitch $P$. Each wire has width $W$ and thickness $T$, so the gap between neighbours is $S=P-W$. One conducting plane lies a distance $H$ above the wires and another the same distance below. The space between the conductors is filled with a dielectric of permittivity $\varepsilon$, and the metal has resistivity $\rho$. Pitch, thickness and plane distance are fixed; the width may be chosen anywhere in $0<W<P$.

Take $\rho$ and $\varepsilon$ to be independent of $W$, hold the neighbouring wires and the planes at fixed potential, and count capacitance between facing areas only. Let $R$ and $C$ be the resistance and capacitance per unit length of one wire.

\begin{enumerate}
\item[(a)] Find $RC$ as a function of $W$.
\item[(b)] Find the width that minimizes $RC$, and determine how it depends on $H$.
\item[(c)] Find the relative cost of choosing another width.
\item[(d)] What changes if the neighbours switch too, or if the dielectrics and plane distances differ?
\item[(e)] Evaluate the results for a copper wire with $P=T=H=80$ nm, relative permittivity $2.7$ and $\rho=1.7\ \mu\Omega\,$cm. Then examine how fringing fields, a width-dependent resistivity and a driver resistance change the best width.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The product}

Current flows through the cross-section $WT$, so
\begin{equation}
R=\frac{\rho}{WT}.
\end{equation}
Per unit length, each sidewall has area $T$ and faces a neighbour across $P-W$. The top and bottom faces each have area $W$ and face a plane across $H$. All these conductors are at fixed potential, so the four capacitances add:
\begin{equation}
C=2\varepsilon\left(\frac{T}{P-W}+\frac{W}{H}\right).
\end{equation}
Multiplication gives
\begin{align}
RC&=\frac{2\rho\varepsilon}{WT}\,\frac{T}{P-W}
   +\frac{2\rho\varepsilon}{WT}\,\frac{W}{H}\notag\\
  &=2\rho\varepsilon\left[\frac{1}{W(P-W)}+\frac{1}{TH}\right].
\label{eq:rc}
\end{align}
In the sidewall term $T$ cancels: a thicker wire has proportionally less resistance and more sidewall capacitance. In the ground term $W$ cancels for the same reason. Widening the wire adds ground capacitance, but lowers the resistance by the same factor.

\subsection*{(b) The best width}

The second term in \eqref{eq:rc} is a constant, so $RC$ is least where $W(P-W)$ is largest. Completing the square,
\begin{equation}
W(P-W)=\frac{P^2}{4}-\left(W-\frac P2\right)^2 .
\end{equation}
The square is never negative and vanishes at one width. Hence the global minimum, for every $H>0$, is at
\begin{equation}
W=S=\frac P2,\qquad
(RC)_{\min}=2\rho\varepsilon\left(\frac{4}{P^2}+\frac{1}{TH}\right).
\label{eq:min}
\end{equation}
A narrower wire loses more through its resistance than it gains in sidewall capacitance; a wider one does the reverse. At the ends of the range $RC$ diverges, through $R$ as $W\to0$ and through $C$ as $W\to P$.

The plane distance does affect the value of the minimum. As $H\to\infty$ the value tends to $8\rho\varepsilon/P^2$, which no longer contains $T$. As $H$ becomes small, the constant $2\rho\varepsilon/(TH)$ dominates. If $P$, $T$ and $H$ are all halved at fixed $\rho$ and $\varepsilon$, both terms grow fourfold.

\subsection*{(c) The cost of another width}

Let $\delta=(2W-P)/P$ be the relative deviation from half pitch. Then $W=P(1+\delta)/2$ and $P-W=P(1-\delta)/2$, so
\begin{equation}
\frac{1}{W(P-W)}=\frac{4}{P^2}\,\frac{1}{1-\delta^2}
=\frac{4}{P^2}\left(1+\frac{\delta^2}{1-\delta^2}\right).
\end{equation}
Insert this in \eqref{eq:rc} and divide by \eqref{eq:min}:
\begin{equation}
\frac{RC}{(RC)_{\min}}=1+f\,\frac{\delta^2}{1-\delta^2},\qquad
f=\frac{4/P^2}{4/P^2+1/(TH)} .
\label{eq:cost}
\end{equation}
Here $f$ is the sidewall share of the capacitance at half pitch. In this facing-area model the cost is quadratic in small deviations and the same for wires too wide and too narrow; fringing, examined in (e), removes this symmetry. Close planes reduce $f$ and make the minimum relatively shallow, without moving it.

\subsection*{(d) Switching neighbours and unequal surroundings}

Suppose the wire's potential changes by $\Delta V$ and that of both neighbours by $\Delta V_n$. The sidewall charge follows the difference, so the effective sidewall capacitance carries a factor $m=1-\Delta V_n/\Delta V$. It is $1$ for quiet neighbours, $2$ for equal and opposite switching, and $0$ for equal switching in the same direction. Let the dielectric beside the wire have permittivity $\varepsilon_s$, and let those above and below have $\varepsilon_u,\varepsilon_d$ with plane distances $H_u,H_d$. Then
\begin{align}
C&=\frac{2m\varepsilon_sT}{P-W}
 +W\left(\frac{\varepsilon_u}{H_u}+\frac{\varepsilon_d}{H_d}\right),\\
RC&=\frac{2m\rho\varepsilon_s}{W(P-W)}
 +\frac{\rho}{T}\left(\frac{\varepsilon_u}{H_u}+\frac{\varepsilon_d}{H_d}\right).
\end{align}
The second term is again free of $W$, so half pitch remains best for any $m>0$. For $m=0$ the product is flat in this facing-area model and no width is preferred; fringing fields then favour wider wires.

\subsection*{(e) A copper wire and the limits of the result}

\paragraph{The ideal model.} At $W=40$ nm,
\begin{equation}
R=\frac{1.7\times10^{-8}\ \Omega\,\mathrm{m}}
{(40\times10^{-9}\ \mathrm{m})(80\times10^{-9}\ \mathrm{m})}
=5.31\ \Omega/\mu\mathrm{m}.
\end{equation}
The sidewalls contribute $0.0956$ fF/$\mu$m and the planes $0.0239$ fF/$\mu$m, so $C=0.1195$ fF/$\mu$m and $f=0.80$. The product is $0.635\ \Omega\,$fF/$\mu$m$^2$, or $635$ ps/mm$^2$. For $W=30$ or $50$ nm, $\delta^2=1/16$, and \eqref{eq:cost} gives a factor $1+0.8/15=1.053$, hence $669$ ps/mm$^2$. For $20$ or $60$ nm, $\delta^2=1/4$, the factor is $1+0.8/3=1.267$ and the product $804$ ps/mm$^2$.

Numerical minimization of $R$ times $C$ at $H=20$, $40$, $80$ and $160$ nm returns $W=40.000$ nm each time, while the least $RC$ falls from $1016$ through $762$ and $635$ to $572$ ps/mm$^2$.

\paragraph{Fringing fields.} The real field also leaves the edges and corners. Write the full capacitance as the facing-area value plus an excess $C_f(W)$. Since $R\propto1/W$, the excess adds a term proportional to $C_f/W$ to the product. If $C_f$ grows more slowly than in proportion to $W$, this term falls with $W$ and pulls the optimum to a wider wire.

The excess follows from a numerical solution of Laplace's equation for the cross-section, in a uniform dielectric, with one wire at unit potential and all other conductors grounded. Such a solution also tests the facing-area terms. With a $20$ nm gap and $28$ nm plane distance held fixed, widening an $80$ nm wire by $8$ nm changes $C/\varepsilon$ at a rate $0.0714$ nm$^{-1}$, which agrees with $2/H$. Increasing its $80$ nm thickness by $8$ nm gives $0.1000$ nm$^{-1}$, which agrees with $2/S$.

For the wire of the example at half pitch, fringing raises $C$ from $0.1195$ to about $0.17$ fF/$\mu$m. This is a large correction to the value, but the best width moves only to $45.5$ nm, and half pitch costs $1.6\%$ in $RC$ relative to that optimum. The optimum now depends on the planes: it is $47.1$, $45.5$ and $44.7$ nm for $H=40$, $80$ and $160$ nm on a $2$ nm mesh. The discretization error of these widths is up to about $0.1$ nm; converged values are close to $47.2$, $45.5$ and $44.8$ nm.

\paragraph{Width-dependent resistivity.} In a narrow wire electrons also scatter at surfaces and grain boundaries, and a barrier liner takes up part of the cross-section. Define an effective resistivity $\rho_e(W)=RWT$ that includes all this. With the facing-area capacitance,
\begin{equation}
RC=2\varepsilon\,\rho_e(W)\left[b(W)+\frac1{TH}\right],\qquad
b(W)=\frac{1}{W(P-W)} .
\end{equation}
Let $\rho_e$ fall with $W$. Below half pitch both factors fall, and at half pitch $b'=0$ while $\rho_e'<0$, so the minimum must lie above $P/2$. There the condition for a stationary point is
\begin{equation}
-\frac{\rho_e'}{\rho_e}=\frac{b'}{b+1/(TH)} .
\end{equation}
Reducing $H$ lowers the right-hand side at fixed $W$. At the old optimum the falling resistivity then outweighs the rising bracket, and the optimum moves to a wider wire. Independence of $H$ thus needs both the facing-area capacitance and a resistance proportional to $1/W$.

For an estimate, take a liner $2$ nm thick on both sides and the bottom, and treat it as non-conducting. The copper core then measures $w=W-4$ nm by $t=T-2$ nm. Adding the leading surface correction for diffuse reflection to the Mayadas--Shatzkes grain-boundary formula gives the core resistivity
\begin{align}
\rho_c&=\rho\left[\frac{3\lambda}{8}\left(\frac1w+\frac1t\right)
+\frac{1}{1-\frac32a+3a^2-3a^3\ln(1+1/a)}\right],\\
a&=\frac{\lambda}{w}\,\frac{r}{1-r},
\end{align}
with mean free path $\lambda=40$ nm, grain-boundary reflection $r=0.3$ and grain size $w$. These are standard formulas taken over here, with rough parameters; the surface term is a thick-wire expansion used near the edge of its range. At half pitch it is about a fifth too small compared with a full kinetic treatment of diffuse surfaces, which shifts the best widths below by less than $1$ nm. At half pitch $w=36$ nm and $t=78$ nm, the two terms are $0.61$ and $1.67$, and $\rho_c=2.28\times1.7=3.9\ \mu\Omega\,$cm. Dividing by the core area gives $R=13.8\ \Omega/\mu$m, against $5.3$ in the ideal model.

With the facing-area capacitance, the best width becomes $53.0$, $51.1$, $49.9$ and $49.3$ nm for $H=20$, $40$, $80$ and $160$ nm, in the order just derived. With fringing included as well, it is about $53$ nm at $H=80$ nm, and half pitch costs about $15\%$ relative to this optimum. At $100\,^\circ$C, with the bulk resistivity raised by a factor $1.32$ and $\lambda$ reduced by the same factor, the best width is still about $53$ nm.

\paragraph{A driver.} Let a resistance $R_d$ drive a wire of length $L$ with an open far end. The capacitance $C\,dx$ at position $x$ is charged through $R_d+Rx$. Summing these contributions gives the first-moment (Elmore) delay at the far end:
\begin{equation}
\tau=\int_0^L(R_d+Rx)\,C\,dx=R_dCL+\tfrac12RCL^2 .
\end{equation}
Half pitch minimizes the second term. The first grows with width, because $dC/dW=2\varepsilon[T/(P-W)^2+1/H]>0$. At half pitch, and at every greater width, $\tau$ therefore increases with $W$, and its minimum lies below $P/2$.

Take $R_d=1$ k$\Omega$ and the ideal wire at half pitch. For $L=100\ \mu$m the terms are $11.95$ and $3.18$ ps. They become equal at $L=2R_d/R=376\ \mu$m. With $R_d$ held fixed, the best width of the ideal wire is $17$ nm for $L=100\ \mu$m and $33$ nm for $1000\ \mu$m. Fringing and the width-dependent resistivity estimated above raise these values to about $38$ and $50$ nm, so in a real narrow wire the optimum need not lie below half pitch. When the wire's own resistance dominates, $RL\gg2R_d$, the optimum approaches the width that minimizes $RC$ alone. This is half pitch for the ideal wire and about $53$ nm with the corrections above.

\paragraph{Comparison with real interconnects.} The dimensions and permittivity are rough values for a fine copper level in a low-$k$ dielectric. The solid planes stand in for neighbouring levels, which in practice contain separate wires. Of the two corrections to the wire's own $RC$ estimated above, the width-dependent resistivity matters more here: by itself, with the liner, it moves the estimated optimum from $40$ to about $50$ nm, and fringing adds about $3$ nm. Skin effect and inductance are small for this wire. At $10$ GHz the skin depth is $656$ nm, far above the wire dimensions, and the inductive reactance is $0.2$--$0.3\%$ of the ideal resistance if the return currents flow on the facing surfaces of the surrounding conductors (about $0.2\%$ from the field outside the wire, the rest from the current filling its cross-section). Return currents spread over many micrometres would raise it to $1$--$2\%$, which is still small. At $0.7$ V the mean field across the $40$ nm gap is $0.175$ MV/cm, well below a rough breakdown scale of a few MV/cm, although corners enhance the field and a wider wire narrows the gap. Half pitch is therefore a sound starting width for long, wire-dominated lines of near-bulk resistivity whose thickness and plane distance are both at least comparable to the pitch, provided that the neighbours are quiet or switch oppositely and that skin effect and inductance remain small. The last condition must be checked for each line, because near-bulk resistivity requires wires much wider than the mean free path, and both effects grow with wire size. If the neighbours switch in the same direction, fringing favours wider wires. In thinner wires fringing has a larger share and pulls the optimum further above half pitch. For narrow lines, or lines with a resistive driver, the full delay has to be minimized. The numerical output below lists the main values.

\section*{Computed results}
\begin{verbatim}
pitch, thickness, plane distance: 80, 80, 80 nm
relative permittivity: 2.7
bulk resistivity: 1.70 uohm cm
ideal model: W (nm), R (ohm/um), C (fF/um), RC (ps/mm^2)
  20  10.625  0.0757  804.3
  30  7.083  0.0944  668.9
  40  5.312  0.1195  635.0
  50  4.250  0.1574  668.9
  60  3.542  0.2271  804.3
sidewall C at half pitch: 0.0956 fF/um
ground C at half pitch: 0.0239 fF/um
sidewall share at half pitch: 0.800
ideal model: H (nm), best W (nm), least RC (ps/mm^2)
  20  40.000  1016.0
  40  40.000  762.0
  80  40.000  635.0
  160  40.000  571.5
area test, spacing and plane distance: 20, 28 nm
dC/dW over eps, field and plates: 0.07143, 0.07143 1/nm
dC/dT over eps, field and plates: 0.10000, 0.10000 1/nm
with fringing, 2 nm mesh: H (nm), best W (nm)
  40  47.1
  80  45.5
  160  44.7
with fringing, 1 nm mesh, H = 80 nm: best W 45.5 nm
C with fringing at half pitch: 0.1705 fF/um
RC excess of half pitch, fringing only: 1.61 %
mean free path, liner: 40, 2 nm
grain-boundary reflection: 0.3
narrow-wire resistivity at half pitch: 3.87 uohm cm
narrow-wire R at half pitch: 13.79 ohm/um
scattering and liner, plate C: H (nm), best W (nm)
  20  53.0
  40  51.1
  80  49.9
  160  49.3
scattering, liner and fringing: best W 53.2 nm
RC excess of half pitch, all three: 15.3 %
bulk resistivity factor at 100 C: 1.32
all three at 100 C: best W 52.6 nm
driver resistance: 1000 ohm
100 um line, driver and wire delay terms: 11.95, 3.18 ps
length of equal terms: 376 um
best W with driver, 100 um and 1000 um: 17.3, 33.1 nm
inductive reactance over R at 10 GHz: 0.00208
skin depth at 10 GHz: 656 nm
mean field at 0.7 V: 0.175 MV/cm
\end{verbatim}
